L-edge branching ratio of a 5d⁵ ion in a cubic field, part 1

(Sections cited here and not found follow in the second part.)

An Ir⁴⁺ ion in an oxygen octahedron has five 5d electrons. The crystal field puts the two e_g orbitals a few eV above the three t2g orbitals, and the ion is low-spin with one hole in t2g. Spin-orbit coupling splits t2g into a filled quartet and a half-filled doublet, called j_eff = 3/2 and j_eff = 1/2. X-ray absorption at the L3 edge (2p3/2 → 5d) and the L2 edge (2p1/2 → 5d) gives two white lines. The ratio of their integrated intensities, BR = I(L3)/I(L2), measures the spin-orbit expectation value of the 5d shell. A pure t2g⁵, j_eff = 1/2 state has BR = 11/4. Iridate white lines give, as a rough size, about twice that.

The claim at issue is that an ion in exact cubic symmetry must show 11/4, because cubic symmetry fixes the j_eff = 1/2 orbital completely, so that any departure signals a distortion. The premise about the orbital is true for independent electrons, but the conclusion about BR does not follow and is false.

**Model and conventions**

Angular momenta are in units of ħ and energies in eV. For one electron λ = l·s, and for the shell Λ = Σᵢ lᵢ·sᵢ. The valence Hamiltonian is

H = Δ n_eg + ζ Λ,  x = ζ/Δ,  ζ > 0, Δ > 0,

where Δ = 10Dq, n_eg counts e_g electrons, and t2g is the zero of energy. Coulomb repulsion is added later. The site is ionic, with n_h = 10 − 5 = 5 holes. The quantity that matters is w = −⟨Λ⟩. The symbol ⟨L·S⟩ attached to branching ratios has to be read as this w. The product of the total orbital and total spin momenta is a different operator, treated separately below.

The example takes the round values ζ = 0.5 eV and Δ = 3 eV, which are of the rough size met for Ir⁴⁺ in oxides, so x = 1/6 = 0.1667.

**The counter-example**

*Cubic orbitals.* Let |m⟩ be the l = 2 spherical harmonics with Condon-Shortley phases. Since Y₂,±₁ ∝ z(x ± iy) and Y₂,±₂ ∝ (x ± iy)², the combinations are

t2g: |+1⟩, |−1⟩ (spanning zx and yz) and |a⟩ = (|2⟩ − |−2⟩)/√2 ∝ xy,

e_g: |0⟩ ∝ 3z² − r² and |ε⟩ = (|2⟩ + |−2⟩)/√2 ∝ x² − y².

A cubic potential is even under each of the reflections x → −x, y → −y and z → −z. The functions xy, yz, zx have three different parity patterns under these reflections, and the e_g functions are even under all three. The potential therefore has no elements among xy, yz, zx or between them and e_g. The threefold axis permutes xy, yz, zx, so they are degenerate. Within e_g, the fourfold rotation about z leaves |0⟩ even and |ε⟩ odd, so the potential is diagonal, and the threefold rotation mixes the two, so the diagonal elements are equal. With projectors P_t and P_e, the field is ΔP_e.

*The matrix of λ.* Write λ = l_z s_z + ½(l₊s₋ + l₋s₊), with l₊|m⟩ = √(6 − m(m+1)) |m+1⟩. Then l₊|−2⟩ = 2|−1⟩, l₊|−1⟩ = √6|0⟩, l₊|0⟩ = √6|1⟩, l₊|1⟩ = 2|2⟩, and l₋ is the transpose. The operator λ conserves m_j = m + m_s, and the cubic field connects only m = 2 with m = −2. The ten spin-orbitals therefore fall into four classes by m_j modulo 4.

The class m_j = 1/2 contains the t2g state |1↓⟩ and the e_g state |0↑⟩. The diagonal elements m·m_s are −1/2 and 0. The off-diagonal element is ⟨1↓|½l₊s₋|0↑⟩ = √6/2 = √(3/2). In the order (t, e),

λ = [[−1/2, √(3/2)], [√(3/2), 0]].  (1)

The class m_j = −1/2 contains |−1↑⟩ and |0↓⟩. The diagonal elements are again −1/2 and 0, and ⟨−1↑|½l₋s₊|0↓⟩ = √6/2, so it has the same matrix.

The class m_j = 5/2 ≡ −3/2 contains |a↑⟩, |−1↓⟩ and |ε↑⟩. Because l_z|a⟩ = (2|2⟩ + 2|−2⟩)/√2 = 2|ε⟩, the l_z s_z term gives ⟨ε↑|λ|a↑⟩ = 1 and zero diagonal elements for a↑ and ε↑. The diagonal element of |−1↓⟩ is (−1)(−½) = +½. The ladder term gives ⟨−1↓|½l₊s₋|−2↑⟩ = 1, and |−2⟩ enters |a⟩ with −1/√2 and |ε⟩ with +1/√2, so ⟨−1↓|λ|a↑⟩ = −1/√2 and ⟨−1↓|λ|ε↑⟩ = +1/√2. The t2g part, in the order (a↑, −1↓), is [[0, −1/√2], [−1/√2, 1/2]]. Its eigenvalues obey μ² − μ/2 − 1/2 = 0, so μ = 1 or −1/2. For a vector (α, β) the first row reads −β/√2 = μα, which gives

μ = +1: |Γ7⟩ = (|a↑⟩ − √2|−1↓⟩)/√3,

μ = −1/2: |t⟩ = (√2|a↑⟩ + |−1↓⟩)/√3.

Their couplings to the e_g state are

⟨ε↑|λ|Γ7⟩ = (1 − √2·(1/√2))/√3 = 0,

⟨ε↑|λ|t⟩ = (√2 + 1/√2)/√3 = (3/√2)/√3 = √(3/2).

So |Γ7⟩ is decoupled and the pair (t, ε↑) again has matrix (1).

The class m_j = −5/2 ≡ 3/2 contains |a↓⟩, |1↑⟩ and |ε↓⟩. Its elements are ⟨ε↓|λ|a↓⟩ = −1, ⟨1↑|λ|1↑⟩ = ½ and ⟨1↑|λ|a↓⟩ = ⟨1↑|λ|ε↓⟩ = +1/√2. Replacing |a⟩ by −|a⟩ turns these into the elements of the previous class.

The ten states thus give two Γ7 states with λ = +1 exactly and four copies of block (1). The four t states with diagonal −1/2 are the j_eff = 3/2 quartet. They and the four e_g spin-orbitals both carry the cubic double-group label Γ8. A free d electron has λ = ½[j(j+1) − 6 − ¾], which is +1 for j = 5/2 and −3/2 for j = 3/2. Block (1) has trace −1/2 and determinant −3/2, hence eigenvalues +1 and −3/2, as it must. The Γ7 doublet, which is the j_eff = 1/2 doublet, is an eigenstate of the full λ with eigenvalue +1 and so is pure d5/2.

*From the state to the intensities.* Four assumptions are made. (A1) The absorption is electric dipole, averaged over polarization, and summed over all final states of each edge. (A2) Only 2p → 5d counts, with 2p → s neglected. (A3) One radial integral serves all j. (A4) The core spin-orbit splitting is so large that each final state has a definite core-hole j.

The transition operator is T_q = Σ (C_q)_dp c†_d c_p. Here C_q, q = 0, ±1, are the components of the unit vector r/r, and p and d run over the 6 core and 10 valence spin-orbitals. By (A4) the final states of edge j span the states with a hole in 2p_j. Summing over them gives I_j = Σ_q ⟨ψ|T_q^(j)† T_q^(j)|ψ⟩, with p restricted to that j. The product contains c†_p′ c_d′ c†_d c_p = c†_p′ c_p c_d′ c†_d, where no sign arises because c_p passes two fermion operators. On a full core, c†_p′ c_p acts as δ_pp′. With c_d′ c†_d = δ_dd′ − c†_d c_d′,

I_j = tr M^(j) − ⟨ψ| Σ M^(j)_dd′ c†_d c_d′ |ψ⟩,  M^(j) = Σ_q P_d C_q P_j C_q† P_d,  (2)

where P_d projects on the d shell and P_j on the core level j.

M^(j) is a 10 × 10 matrix that symmetry and one trace fix completely. The sum over q is a scalar product of two vectors and P_j is rotationally invariant, so M^(j) commutes with rotations. The d shell contains j = 3/2 and j = 5/2 once each, so by Schur's lemma M^(j) is a combination of the projectors P₃ (on d3/2) and P₅ (on d5/2). A vector operator acting on j = 1/2 reaches only j = 1/2 and 3/2, so M^(1/2) = αP₃. The sum M^(1/2) + M^(3/2) contains the projector on the whole p shell. It is spin-independent and an orbital scalar on l = 2, so it equals κ·1. In the same way Σ_q C_q†P_dC_q on the p shell equals κ′·1, and equating traces gives 10κ = 6κ′. The trace of M^(1/2), taken cyclically on the two p1/2 states, is 2κ′ = 10κ/3, and it also equals 4α. Hence α = 5κ/6 and

M^(1/2) = (5κ/6) P₃,  M^(3/2) = (κ/6) P₃ + κ P₅.

Summed over states, the lines p1/2 → d3/2, p3/2 → d3/2 and p3/2 → d5/2 have strengths 10κ/3, 2κ/3 and 6κ, in the ratio 5 : 1 : 9.

Since λ = P₅ − (3/2)P₃ and 1 = P₅ + P₃, subtraction gives P₃ = (2/5)(1 − λ). Its trace is 4, because tr λ = 6 − 6 = 0. In (2), the one-body operator built from P₃ has expectation (2/5)(N − ⟨Λ⟩) = (2/5)(N + w) for N electrons. The number of d3/2 holes is then

n₃ = 4 − (2/5)(N + w) = (2/5)(n_h − w),

with n_h = 10 − N. Therefore I(L2) = (5κ/6)n₃ = κ(n_h − w)/3, the total is κn_h, and I(L3) = κ(2n_h + w)/3. The ratio is the spin-orbit sum rule

BR = (2n_h + w)/(n_h − w).  (3)

Nothing about ψ was used except a full core and a d-electron number N.

*The pure state.* Drop the off-diagonal element of (1). Four electrons fill the t states and one sits in Γ7, so ⟨Λ⟩ = 4(−½) + 1 = −1 and w = 1. Then n₃ = 0.4 × 4 = 1.6 and BR = 11/4 = 2.75. All of n₃ comes from the four e_g holes, each with d3/2 weight (2/5)(1 − 0) = 2/5. The Γ7 hole has weight (2/5)(1 − 1) = 0.

*The cubic ground state.* Keep the element. Each Γ8 block of H is

h = [[−ζ/2, ζ√(3/2)], [ζ√(3/2), Δ]].

For the trial orbital |−⟩ = cos θ |t⟩ − sin θ |e⟩, use cos²θ = (1 + cos 2θ)/2, sin²θ = (1 − cos 2θ)/2 and 2 sin θ cos θ = sin 2θ:

E(θ) = (Δ − ζ/2)/2 − ½(Δ + ζ/2) cos 2θ − ζ√(3/2) sin 2θ.

Setting dE/dθ = (Δ + ζ/2) sin 2θ − √6 ζ cos 2θ = 0 gives tan 2θ = √6x/(1 + x/2). Define R by R² = (1 + x/2)² + 6x² = 1 + x + 25x²/4. The minimum has both cos 2θ and sin 2θ positive:

cos 2θ = (1 + x/2)/R,  sin 2θ = √6x/R,  E∓ = (Δ − ζ/2)/2 ∓ ΔR/2.  (4)

For x = 1/6, R² = 1 + 1/6 + 25/144 and R = 1.1577, with θ = 0.1802 rad and sin²θ = 0.0321. The levels are 1.375 ∓ 1.5 × 1.1577, that is −0.3616 eV and 3.1116 eV, each fourfold. Γ7 lies at ζ·1 = 0.5 eV. Five electrons fill the lower Γ8 quartet and half of Γ7. The Hamiltonian has exact cubic symmetry, the ground state is a Kramers doublet, and the t2g hole sits in the same Γ7 orbital as in the pure state.

From (1), each lower Γ8 electron has ⟨λ⟩ = −½cos²θ − √(3/2) sin 2θ. Adding four of them and the Γ7 electron and changing the sign,

w = (2cos²θ − 1) + 4√(3/2) sin 2θ = cos 2θ + 2√6 sin 2θ.  (5)

The first term is the t2g-t2g part, (1 + 1/12)/1.1577 = 0.9358. The second is the t2g-e_g cross part, 12x/R = 2/1.1577 = 1.7276. The total is w = 2.6633, so w/n_h = 0.5327, n₃ = 0.4 × (5 − 2.6633) = 0.9347, and

BR = (10 + 2.6633)/(5 − 2.6633) = 12.6633/2.3367 = 5.42.

This is nearly twice 2.75, in an undistorted octahedron. The state itself has changed little. The e_g occupation is n_eg = 4 sin²θ = 0.1285 electrons. The t2g⁵ component requires all four Γ8 electrons to be in t, with amplitude cos⁴θ, so its weight is cos⁸θ = (1 − 0.0321)⁴ = 0.8776. A state that is 88% pure j_eff = 1/2 has a spin-orbit expectation value 2.66 times the pure one.

The fault in the claim can now be located. Symmetry forbids mixing only between different representations. Γ7 occurs once in the d shell and is protected. Γ8 occurs twice, once in t2g and once in e_g, and λ connects the two. BR is a sum over all five holes, four of which are in the upper Γ8 level, and that level is pushed towards d5/2, which the L2 edge cannot reach. The d3/2 hole count falls from 1.6 to 0.93, and I(L2) falls with it.

**The general statement**

Under (A1) to (A4), for five d electrons per site:

(i) BR = (2n_h + w)/(n_h − w) with w = −⟨Σᵢ lᵢ·sᵢ⟩, for any state, and BR increases with w.

(ii) Any state with empty e_g has w ≤ 1 and BR ≤ 11/4, with equality only when the hole is in Γ7. A tetragonal field δ acting inside t2g lowers w by 4δ²/(27ζ²) at leading order in δ/ζ.

(iii) For any state, the t2g-e_g part of w is bounded in size by 2√(6 n_eg).

(iv) For independent electrons in a cubic field and every x > 0,

w = (1 + 25x/2)/√(1 + x + 25x²/4),  dw/dx = 12/R³ > 0,  (6)

so 1 < w < 5 and BR > 11/4. For x < 2/5, w = 1 + 12x − 9x² − 30x³ + …, while n_eg = 6x² + ….

(v) In the same state the product of the total momenta is ⟨L·S⟩ = 1 − 4x + O(x²).

(vi) With Coulomb repulsion, w = −∂E₀/∂ζ, w never decreases as ζ grows, and its initial slope is a sum over excited multiplets, equation (8).

**Proof**

*(i).* Equation (3) was derived for an arbitrary state, and (2) is linear in the density matrix, so thermal mixtures are covered too. Differentiating, dBR/dw = [(n_h − w) + (2n_h + w)]/(n_h − w)² = 3n_h/(n_h − w)² > 0.

*(ii).* Let ρ be the one-electron density matrix, ρ_dd′ = ⟨c†_d′ c_d⟩, so that ⟨Λ⟩ = tr(λρ) and 0 ≤ ρ ≤ 1. Positivity requires |ρ_uv|² ≤ ρ_uu ρ_vv for any two orbitals u and v, so empty e_g orbitals have no elements with t2g either, and ρ = P_t − η. Here η is the t2g hole matrix, with η ≥ 0 and tr η = 6 − 5 = 1. Since tr(λP_t) = 2(1) + 4(−½) = 0, one has w = tr(λη) = tr(P_tλP_t η). This is an average of the eigenvalues +1 and −½ with non-negative weights summing to one, so −½ ≤ w ≤ 1, and w = 1 only if all the weight is in Γ7. The argument uses only ρ, so it covers any distortion, exchange field or hopping that stays inside t2g at one hole per site.

For the tetragonal case add δ(P_a − P_t/3), where P_a projects on the xy orbital and the subtraction makes the field traceless. From the explicit vectors, ⟨Γ7|P_a|Γ7⟩ = 1/3, ⟨t|P_a|t⟩ = 2/3 and ⟨t|P_a|Γ7⟩ = √2/3. In the basis (Γ7, t) the one-electron matrix is [[ζ, √2δ/3], [√2δ/3, −ζ/2 + δ/3]]. The hole occupies the upper eigenvector. At leading order its admixture of t is (√2δ/3)/(3ζ/2), with square 8δ²/(81ζ²). Each unit of weight moved from Γ7 to t changes λ from 1 to −½, and P_tλP_t has no element between them, so

1 − w = (3/2)·8δ²/(81ζ²) = 4δ²/(27ζ²).

For |δ| = 0.2 eV this is 0.0237. Diagonalization within t2g gives w = 0.9730 (BR = 2.725) for δ = +0.2 eV and w = 0.9808 (BR = 2.732) for δ = −0.2 eV. The losses 0.0270 and 0.0192 lie on either side of 0.0237 because the true denominator is 3ζ/2 − δ/3, smaller for positive δ. With e_g mixing switched on, the same fields give BR = 5.35 and 5.37 against the cubic 5.42. In this model a tetragonal field of 0.2 eV acting inside t2g lowers BR by about 1% of its cubic value, and e_g mixing raises it by nearly a factor of two. The sign of the small effect belongs to the t2g-only field. A real tetragonal distortion also splits e_g, by some ε, which moves |0⟩ and |ε⟩ to Δ ± ε/2 and replaces the term 12ζ/Δ in w by 6ζ[1/(Δ + ε/2) + 1/(Δ − ε/2)], a larger number. For ε = ±1.6 eV together with δ = ±0.2 eV the net change of BR is a rise of 1.5 to 3%, still small against the factor of two.

*(iii).* In the basis found above, P_eλP_t has only four elements, √(3/2) between tᵢ and eᵢ for i = 1…4. The cross part of w is −2√(3/2) Σᵢ Re ρ(tᵢ, eᵢ). Positivity and ρ ≤ 1 give |ρ(tᵢ, eᵢ)| ≤ √(ρ(tᵢ,tᵢ) ρ(eᵢ,eᵢ)) ≤ √ρ(eᵢ,eᵢ). The Cauchy-Schwarz inequality gives Σᵢ √ρ(eᵢ,eᵢ) ≤ √(4 n_eg). Hence

|w_cross| ≤ √6 · 2√n_eg = 2√(6 n_eg).

The bound scales as the square root of the occupation, so a small e_g population does not imply a small effect. In the example the bound is 2√(6 × 0.1285) = 1.76 and the actual cross part is 1.73. With n_eg = 6x² the bound is 12x, so the spin-orbit-induced admixture saturates it at leading order in x. It does so because it is the admixture that lowers ⟨Λ⟩ most for a given cost Δ n_eg.

This part has derived the spin-orbit sum rule, given a cubic counter-example with BR = 5.42 instead of 11/4, and proved statements (i) to (iii). Statements (iv) to (vi) remain to be proved, followed by the effect of multiplets, the test of the edge-separation assumption and the limits of the model.

Numerical values quoted here were computed with a short program.
